# Uniqueness of the Equilibrium Hartree Schrödinger–Poisson Potential in a Gated Film

A semiconductor film and its two insulators occupy \(0<x<L\) between two gates and are uniform in the plane. The electrons are in thermal equilibrium at temperature \(T\), with one Fermi level, taken as the zero of energy. The electrostatic potential energy of an electron is \(u(x)\), so \(u=-e\phi\) up to a constant, where \(\phi\) is the electric potential. Its values \(u(0)\) and \(u(L)\) are fixed by gate voltage and band alignment. With \(q=e^2/\varepsilon_0\), relative permittivity \(\varepsilon(x)\), electron density \(n\) and fixed net positive ion density \(N(x)\),

\[
-(\varepsilon u')'=q\,(n[u]-N). \tag{1}
\]

The sign is that of repulsion: added electrons raise \(u\). For each valley group \(v\), the levels and normalized real states across the film obey

\[
H_v\psi_{vi}=E_{vi}\psi_{vi},\qquad
H_v=-\frac{\hbar^2}{2}\frac{d}{dx}\frac{1}{m_v}\frac{d}{dx}+B+u, \tag{2}
\]

with \(\psi_{vi}=0\) at the gates. The band offset \(B\) and \(N\) are bounded. The functions \(\varepsilon\) and \(m_v\) may jump but lie between positive bounds. This is the Hartree model: electrons interact through \(u\) alone. Solutions are sought with finite \(\int\varepsilon u'^2dx\), which makes \(u\) continuous and bounded.

**(a) Find the sheet density \(F_v(E)\) held by a subband whose bottom is at \(E\), and show that the total density is finite.**

*Solution.* Take parabolic in-plane motion with density-of-states mass \(m_{dv}\), the same across the film, and \(g_v\) valleys. Including spin, the density of states per area is the constant \(C_v=g_vm_{dv}/(\pi\hbar^2)\). With in-plane energy \(s\),

\[
F_v(E)=C_v\int_0^\infty\frac{ds}{1+e^{(E+s)/kT}}
=C_v\Big[-kT\ln\!\big(1+e^{-(E+s)/kT}\big)\Big]_0^\infty
=C_vkT\ln\!\big(1+e^{-E/kT}\big).
\]

Differentiation gives \(F_v'(E)=-C_v/(1+e^{E/kT})<0\). Thus \(F_v\) is positive and decreasing, and

\[
n[u](x)=\sum_v\sum_iF_v(E_{vi})\,\psi_{vi}(x)^2. \tag{3}
\]

Replacing \(m_v\) by its upper bound \(M\), and \(B+u\) by its lower bound \(U_0\), can only lower the energy of any trial state. By the min-max principle, \(E_{vi}\ge U_0+\hbar^2\pi^2i^2/(2ML^2)\). Since \(\ln(1+y)\le y\), \(F_v(E)\le C_vkTe^{-E/kT}\), and the sum of the \(F_v(E_{vi})\) converges.

**(b) For two potentials \(u_1,u_2\), let \(w=u_1-u_2\), \(n_1=n[u_1]\) and \(n_2=n[u_2]\). Determine the sign of \(\int(n_1-n_2)\,w\,dx\).**

*Solution.* Treat one valley group and omit its label. Let \(H_1\psi_i=a_i\psi_i\), \(H_2\chi_j=b_j\chi_j\) and \(S_{ij}=\langle\psi_i|\chi_j\rangle\). The two Hamiltonians differ by the bounded function \(w\), so they share a domain and

\[
\langle\psi_i|w|\chi_j\rangle=\langle\psi_i|H_1-H_2|\chi_j\rangle=(a_i-b_j)S_{ij}.
\]

Insert the complete set \(\chi_j\) into the first integral:

\[
\int n_1w\,dx=\sum_iF(a_i)\langle\psi_i|w|\psi_i\rangle
=\sum_{ij}F(a_i)\langle\psi_i|w|\chi_j\rangle S_{ij}
=\sum_{ij}F(a_i)(a_i-b_j)S_{ij}^2.
\]

Inserting the \(\psi_i\) into the second gives

\[
\int n_2w\,dx=\sum_jF(b_j)\langle\chi_j|w|\chi_j\rangle
=\sum_{ij}F(b_j)(a_i-b_j)S_{ij}^2.
\]

For fixed \(i\), the Cauchy–Schwarz inequality gives \(\sum_j|\langle\psi_i|w|\chi_j\rangle S_{ij}|\le\|w\psi_i\|\le\max|w|\). The same holds with the sets exchanged. Both double sums therefore converge absolutely and may be subtracted term by term. Restoring the valley sum,

\[
\int(n_1-n_2)w\,dx=\sum_v\sum_{ij}\big[F_v(a_{vi})-F_v(b_{vj})\big](a_{vi}-b_{vj})S_{vij}^2\le0. \tag{4}
\]

Each term is nonpositive because \(F_v\) decreases: the higher of two levels has the lower occupation. The states of \(H_1\) and \(H_2\) may differ strongly; no perturbation theory has been used.

For 100 random pairs of potentials in the film of part (h), the largest value of the integral was \(-0.855\) eV/nm². The direct integral and the double sum agreed to a relative error of \(3\times10^{-14}\).

**(c) Prove that (1)–(3) have at most one solution. Which assumptions carry the proof?**

*Solution.* Let \(u_1,u_2\) both be solutions. The ions cancel on subtraction:

\[
-(\varepsilon w')'=q(n_1-n_2),\qquad w(0)=w(L)=0.
\]

Multiply by \(w\) and integrate by parts. The flux \(\varepsilon w'\) is continuous even where \(\varepsilon\) jumps, so no interface terms arise, and the end terms vanish with \(w\):

\[
\int_0^L\varepsilon w'^2dx=q\int_0^L(n_1-n_2)w\,dx\le0. \tag{5}
\]

The left side is nonnegative, so it is zero. Then \(w'=0\), \(w\) is constant, and its gate value makes it zero. The two solutions have the same potential, levels and density.

Physically, a change of potential draws an electron response whose own field opposes it in the integrated sense of (4), though not necessarily at every point. A second solution would need a difference \(w\) that sustains itself.

The argument carries over to a connected region in two or three dimensions, with \(w'^2\) replaced by \(|\nabla w|^2\), if part of the boundary is a gate, the rest has zero normal flux, the potentials are bounded, the spectrum is discrete and the occupation sums converge.

Two assumptions are essential to the proof. First, one decreasing function \(F_v\) must serve both solutions. Only the decrease of \(F_v\) is used, so (4) survives if, for example, half of the in-plane states are filled from each of two fixed Fermi levels. Under source–drain bias in a real channel the occupation depends on transport along the channel and is in general not a fixed function of \(H_v\); then (4) is not available.

Second, the interaction must be Hartree only. Suppose (2) contains \(u+v_{xc}(n)\), with a local exchange-correlation potential that decreases with \(n\). Inequality (4) then applies to the total potential and yields

\[
\int(n_1-n_2)w\,dx\le-\int(n_1-n_2)\big[v_{xc}(n_1)-v_{xc}(n_2)\big]dx .
\]

The right side is now nonnegative, so (5) no longer forces \(w=0\). The proof is lost; this alone does not show that several solutions exist.

**(d) Does raising \(u\) at one place lower \(n\) at every place?**

*Solution.* Apply a small change \(\eta(x)\), with \(\eta_{ij}=\langle\psi_i|\eta|\psi_j\rangle\). First-order perturbation theory gives \(\delta E_i=\eta_{ii}\) and \(\delta\psi_i=\sum_{j\ne i}\psi_j\eta_{ji}/(E_i-E_j)\). Insert these in (3) and average the double sum with its copy under \(i\leftrightarrow j\):

\[
\delta n(x)=\sum_{ij}D_{ij}\,\psi_i(x)\psi_j(x)\,\eta_{ij},\qquad
D_{ij}=\frac{F(E_i)-F(E_j)}{E_i-E_j}\le0,\quad D_{ii}=F'(E_i). \tag{6}
\]

Consider a cold film with one occupied subband, treated as a hard-wall box of width \(d\) with a flat bottom. For Fermi level \(\mu\) well above \(E_1\) on the scale of \(kT\), \(F(E_1)=C(\mu-E_1)\) and \(F'(E_1)=-C\). Define \(r=(\mu-E_1)/(E_2-E_1)<1\). Place a narrow bump of area \(A=\int\eta\,dx>0\) at \(d/4\) and look at \(3d/4\).

The box states are \(\psi_j=\sqrt{2/d}\,\sin(j\pi x/d)\), with \(E_j-E_1=(j^2-1)(E_2-E_1)/3\). At both points \(\psi_1^2=1/d\), and the product of \(\psi_j\) at the two points is \(s_j/d\), where

\[
s_j=2\sin\frac{j\pi}{4}\sin\frac{3j\pi}{4}=\cos\frac{j\pi}{2}-\cos j\pi .
\]

Each pair \((1,j)\) occurs twice in (6), so

\[
\delta n(3d/4)=\frac{CA}{d^2}\Big[-1-6r\sum_{j\ge2}\frac{s_j}{j^2-1}\Big].
\]

Here \(s_j=1\) for odd \(j\), \(-2\) for \(j=2,6,10,\dots\), and 0 for \(j=4,8,\dots\). The odd terms telescope:

\[
\sum_{j=3,5,\dots}\frac1{j^2-1}=\frac12\sum_{j=3,5,\dots}\Big(\frac1{j-1}-\frac1{j+1}\Big)=\frac14.
\]

Of the negative terms keep only \(j=2\), which is \(-2/3\). The sum is then at most \(-5/12\), and the bracket is at least \(\tfrac52r-1\). For \(r>0.4\) the density at the far point rises. The bump pushes the occupied state sideways, and this outweighs the loss of electrons caused by the rise of \(E_1\).

The silicon film of part (h), made flat and cooled to 10 K, has \(E_2-E_1=32.25\) meV on the 0.1 nm grid (32.20 meV in the continuum limit). With \(r=0.6\), \(\mu-E_1=19.35\) meV. A Gaussian bump of height 5 meV and standard deviation 0.3 nm has area \(5\times0.3\times\sqrt{2\pi}=3.8\) meV nm. Since \(n(3d/4)=C(\mu-E_1)/d\), the box estimate of the relative rise is at least \(0.5\times3.8/(6\times19.35)=1.6\%\). The full calculation, with finite walls, gives 2.5%.

Pointwise monotonicity is therefore false in general, while (4) still holds. In the biased 300 K device the same bump changes the density at the same point by \(-0.38\%\). Potential and temperature both differ there, so this comparison does not separate their effects.

**(e) Show that a solution exists, by finding a functional whose minimum satisfies (1).**

*Solution.* Define \(\Phi_v(E)=-\int_E^\infty F_v(s)\,ds\). Then \(\Phi_v\le0\), \(\Phi_v'=F_v\), and \(\Phi_v\) is concave because \(F_v\) decreases. The grand potential per area is \(\Omega[u]=\sum_{vi}\Phi_v(E_{vi})\). A concave function lies below its tangents, so \(\Phi(a_i)-\Phi(b_j)\le F(b_j)(a_i-b_j)\). Multiply by \(S_{ij}^2\), sum using completeness, and recognize \(\int n_2w\,dx\) from part (b). Exchanging the two potentials gives the other half of

\[
\int n_1w\,dx\le\Omega[u_1]-\Omega[u_2]\le\int n_2w\,dx. \tag{7}
\]

The right half says that \(\Omega\) lies below a linear functional touching it at \(u_2\), so \(\Omega\) is concave. Now take

\[
J[u]=\frac1{2q}\int\varepsilon u'^2dx+\int Nu\,dx-\Omega[u]
\]

at fixed gate values. The first term grows quadratically with the size of \(u'\), the second at most linearly, and \(-\Omega\ge0\). Hence \(J\) is bounded below, and a minimizing sequence has bounded \(\int u'^2dx\).

From \(|u(x)-u(y)|^2\le|x-y|\int u'^2dx\) the sequence is equicontinuous, so a subsequence converges uniformly, with weakly convergent derivatives. The field term cannot jump upward in the limit. By (7), \(\Omega\) changes by at most \(\max|w|\) times a sheet density, which is bounded because the potentials are. The limit \(u_*\) therefore minimizes \(J\).

Let \(\eta\) vanish at the gates and let \(t>0\). Minimality and the left half of (7) give

\[
0\le\frac{J[u_*+t\eta]-J[u_*]}t\le
\frac1q\int\varepsilon u_*'\eta'dx+\frac t{2q}\int\varepsilon\eta'^2dx+\int N\eta\,dx-\int n[u_*+t\eta]\,\eta\,dx .
\]

Levels of (2) are nondegenerate within one valley group, so they and their states vary continuously under a small bounded change, and the bound in (a) controls the tail of the sum. Let \(t\to0\), then repeat with \(-\eta\). Both signs together give \(\frac1q\int\varepsilon u_*'\eta'dx=\int(n[u_*]-N)\eta\,dx\), which is the integrated form of (1). With part (c), there is exactly one solution.

**(f) An iteration has produced a trial \(v\) with the correct gate values. Bound its error without knowing \(u_*\).**

*Solution.* Let \(p=P[v]\) solve the linear problem \(-(\varepsilon p')'=q(n[v]-N)\) with the same gate values, and write \(\|f\|^2=\int\varepsilon f'^2dx\). Subtract (1) for \(u_*\), multiply by \(w=v-u_*\) and integrate:

\[
\int\varepsilon(p-u_*)'w'dx=q\int(n[v]-n[u_*])\,w\,dx\le0.
\]

Since \(p-u_*=w-(v-p)\), this reads

\[
\|w\|^2\le\int\varepsilon(v-p)'w'dx\le\|v-p\|\,\|w\|,
\qquad\text{so}\qquad \|v-u_*\|\le\|v-P[v]\|. \tag{8}
\]

For a bound in eV, put \(s(x)=\int_0^xdx'/\varepsilon\) and \(S=s(L)\). Cauchy–Schwarz from the left gate gives \(w(x)^2\le s\int_0^x\varepsilon w'^2dx'\), and from the right gate \(w(x)^2\le(S-s)\int_x^L\varepsilon w'^2dx'\). Divide by \(s\) and \(S-s\), then add:

\[
\|w\|^2\ge w(x)^2\,\frac{S}{s(S-s)}\ge\frac{4\,w(x)^2}{S},
\qquad
\max|v-u_*|\le\tfrac12\sqrt S\,\|v-P[v]\|. \tag{9}
\]

For the device below, \(S=2(1/3.9)+6/11.7=1.026\) nm. A damped iterate after 60 steps had a certified error of 2.4 meV; its actual error was 0.79 meV, relative to the converged solution on the same grid. The certificate does not cover grid error.

**(g) Does uniqueness make the plain iteration \(v\to P[v]\) converge?**

*Solution.* Write (6), summed over valleys, as \(\delta n=\chi\eta\). The kernel \(\chi\) is symmetric, and \(\int\eta\,\chi\eta\,dx=\sum D_{ij}\eta_{ij}^2\le0\). Near \(u_*\), let \(P\) multiply an error mode \(\eta\) by \(-\lambda\). The linearized Poisson equation is \(\lambda(\varepsilon\eta')'=q\chi\eta\); multiplying by \(-\eta\) and integrating,

\[
\lambda=\frac{-q\int\eta\,\chi\eta\,dx}{\int\varepsilon\eta'^2dx}\ge0.
\]

Each error mode with \(\lambda>0\) changes sign at every step, although a mixture of modes need not do so at every point, and a mode grows if its \(\lambda\) exceeds 1. Mixing, \(v\to v+\alpha(P[v]-v)\), changes the factor to \(1-\alpha(1+\lambda)\). Its magnitude is below 1 for every mode if

\[
0<\alpha<\frac2{1+\lambda_{\max}} .
\]

In the device below \(\lambda_{\max}=12.08\) on the 0.1 nm grid (12.11 in the fine-grid limit), so the limit is \(2/13.08=0.153\). Started near the solution, the plain iteration ended by alternating between two potentials that differ by up to 27 eV. Neither is a second solution, since \(P\) does not return either to itself. With \(\alpha=0.05\) the iteration converged from a linear starting potential. The limit is a local condition and does not guarantee convergence from every start.

**(h) Examine a silicon double-gate film at 300 K: body 6 nm, oxides 1 nm each, gate values \(-0.60\) and \(-0.30\) eV. How does the model compare with a real device?**

*Solution.* In the film \(B=0\), so \(u\) is the conduction-band edge relative to the Fermi level. The rough silicon parameters for a (100) film are masses 0.92 and 0.19 \(m_e\), giving a two-valley group with the heavy mass across the film and a four-valley group with the light one. The oxide barrier is 3.1 eV, the oxide mass is taken as a rough 0.5 \(m_e\), and the body holds \(10^{18}\) cm⁻³ ionized acceptors.

Minimizing \(J\) by Newton's method from six starts, up to 2.7 eV from the answer, gave potentials equal within about \(10^{-14}\) eV. The damped iteration agreed within \(10^{-13}\) eV. Halving the 0.1 nm grid spacing changed the sheet density by 0.13% and \(u\) by at most 0.5 meV. The values below are for the 0.1 nm grid; in the fine-grid limit the levels move by about 0.4 meV and the band edges by up to 0.6 meV, so their last digit is uncertain by one unit.

The band edge is at \(-0.194\) eV at the left interface, \(0.013\) eV at mid-film and \(-0.098\) eV at the right interface. The lowest levels are \(-0.019\) and \(0.012\) eV in the two-valley group and \(0.027\) eV in the four-valley group. The electron sheet density is \(1.25\times10^{13}\) cm⁻², with 55% in the two-valley group. These values depend on the assumed oxide mass: between 0.3 and 0.6 \(m_e\) the levels move by up to 2 meV and the share runs from 57% to 54%.

Gauss's law ties these numbers together. The slopes of \(u\) in the oxides are \(0.406\) and \(-0.202\) eV/nm, and \(q=18.1\) eV nm. Integrating (1) gives a net negative sheet density of

\[
\frac{3.9\,(0.406+0.202)}{18.1}=0.131\ \text{nm}^{-2}=1.31\times10^{13}\ \text{cm}^{-2}.
\]

Subtracting the acceptors, \(10^{18}\times6\times10^{-7}=0.06\times10^{13}\) cm⁻², returns the electron density.

The dimensions and sheet density are in the range of thin-body silicon transistors in strong inversion. The doping is high for such a body, which is often left nearly undoped, but it supplies only about 5% of the negative charge. The largest neglected energy found here is exchange, roughly 30 meV for the lowest subband with the bulk silicon permittivity and about 20 meV once the gates screen the interaction, comparable with \(kT=25.9\) meV and with the 31 meV spacing of the lowest two levels. At fixed gate values the Hartree response cancels most of such a shift: lowering the band edge of the whole film by 30 meV raises \(u\) at mid-film by about 30 meV and lowers the three lowest levels by only 2 to 3 meV, while the sheet density rises by about 7%. A self-consistent local-density exchange term proportional to the cube root of the density per valley, 20 to 30 meV in size at the peak of the two-valley group, moves these levels by at most 4 to 7 meV, raises \(u\) at mid-film by 12 to 18 meV, raises the sheet density by 3% to 5% and raises the two-valley share from 55% to between 58% and 60%. The change of share comes from treating the valleys separately: a term of the same size in the total density leaves the share at 55% and raises \(u\) at mid-film by 16 to 24 meV. Correlation is also neglected; a zero-temperature random-phase estimate for a bulk multi-valley gas at the peak density gives roughly 7 to 14 meV, smaller than exchange. Including exchange self-consistently leaves the scope of the proof. For a single interface with a thick oxide, the image shift would be roughly \(+15\) meV at the density peak, 1 nm inside the film; this is the value listed in the output below. Here a gate lies only 1 nm behind each interface and its image has the opposite sign. For the full gate–oxide–film stack the shift is about \(-3\) meV at the peak, about \(-6\) meV at mid-film and about \(+8\) meV at 0.5 nm from an interface. Its classical form diverges as 1/distance at a sharp interface; cut off there, so that it is bounded, and treated as a fixed function of \(x\), it can be put into \(B\), and the proof stands. Nonparabolicity multiplies the density of states by \(1+2\alpha_{\rm np}E\), with \(\alpha_{\rm np}\approx0.5\) eV⁻¹ and \(E\) measured from the local band edge. The lowest subband has about 38 meV of confinement kinetic energy, so the increase is about 4% at its bottom and about 7% at its mean in-plane energy of 34 meV; the 3.4% in the output below counts the in-plane part alone.

The larger oxide field, 4.1 MV/cm, is below the rough 10 MV/cm breakdown scale of good oxide. A tunnelling estimate gives a left-gate leakage of order \(10^2\) to \(10^3\) A/cm², which is large. The corresponding level width, of order \(10^{-7}\) eV for the lowest subbands, is negligible beside \(kT\), so treating the levels as sharp is sound. A common Fermi level is a separate assumption: it requires the contacts to resupply the channel with little potential drop, and an applied drain voltage breaks it. The numerical output below lists the remaining values.

## Computed values

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Film thickness: 6 nm
Each oxide thickness: 1 nm
Relative permittivity, film: 11.7
Relative permittivity, oxide: 3.9
Oxide barrier: 3.1 eV
Oxide mass: 0.5 m_e
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Acceptor density: 1e+18 cm^-3
Left gate u: -0.6 eV
Right gate u: -0.3 eV
Grid spacing: 0.1 nm
Random pairs tested: 100
Largest monotonicity integral: -0.8551 eV/nm^2
Double-sum relative error: 3.3e-14
Newton starts: 6
Largest start distance: 2.743 eV
Spread of Newton solutions: 1.1e-14 eV
Damped-Newton difference: 9.8e-14 eV
Electron sheet density: 1.2513e+13 cm^-2
Share in two-valley group: 55.2 %
Two-valley level 1: -0.0186 eV
Two-valley level 2: 0.0124 eV
Four-valley level 1: 0.0268 eV
u at left interface: -0.1938 eV
u at film centre: 0.0131 eV
u at right interface: -0.0978 eV
Peak electron density: 4.135e+19 cm^-3
Integral S of dx/eps: 1.0256 nm
Damped mixing fraction: 0.05
Trial error after 60 steps: 7.894e-04 eV
Certified trial bound: 2.371e-03 eV
Largest lambda: 12.079
Local mixing limit: 0.153
Plain iteration, last change: 26.969 eV
Plain iteration, two-step change: 0.0e+00 eV
Bump height: 5.0 meV
Bump position: 2.5 nm
Density observed at: 5.5 nm
Cold flat film, temperature: 10 K
Cold film, level spacing: 32.25 meV
Cold film, (mu-E1)/spacing: 0.6
Cold film, density change: 2.526 %
300 K device, density change: -0.3816 %
Sheet change on half grid: 0.132 %
Largest u change on half grid: 0.498 meV
Exchange shift, rough size: 30.1 meV
Image shift, rough size: 15.4 meV
Mean in-plane energy: 33.9 meV
Nonparabolicity, rough input: 0.5 1/eV
Nonparabolic DOS increase: 3.4 %
Left-oxide WKB transmission: 6.46e-06
Left-gate leakage, rough: 2.39e+02 A/cm^2
Tunnelling level width: 7.85e-08 eV
Hole sheet density, upper size: 4.6e-06 cm^-2
Left oxide field: 4.06 MV/cm
Right oxide field: 2.02 MV/cm
```
